# Levinson Transistor Current and Trapped Charge at Filled Grain Boundaries, part 1

(Sections cited here and not found follow in the second part.)

## From the gate charge to the drain current

When a transfer curve of a polycrystalline transistor is to be converted into a density of trapped charge, two choices must be made: from which gate voltage the abscissa is counted, and which channel thickness converts the slope. Both enter through the barrier at the grain boundaries. The fit alone may not reveal a poor choice: a small shift of the voltage scale can leave the plot nearly straight, and the thickness does not enter the plot at all. The derivation below shows where each quantity enters.

### Geometry and sign conventions

The film is undoped and has thickness $t$ and permittivity $\varepsilon$. An insulator of capacitance $C$ per area separates it from the gate. The channel has width $Z$ and length $L$. Plane grain boundaries stand perpendicular to the current at spacing $L_g$. Each holds $N$ trapped carriers per area of boundary. This area is measured in the plane of the boundary: one boundary crossing the channel has area $Zt$.

The carriers are holes, with charge $+q$ and $q>0$. A trap that has captured a hole is positive. For electrons, all charges and potentials change sign and the final formulas stay the same.

The gate is negative with respect to the film. The positive number $V$ is defined by the gate charge: well inside a grain the gate induces the charge $CV$ per film area. Thus $V$ is the voltage that this charge produces across the insulator. It is not the gate voltage counted from flat band. In an undoped film the Fermi level must first move from deep in the gap to near the valence band, which takes several tenths of a volt but almost no charge. Once holes have accumulated, this part changes little, and $V$ follows the applied voltage with a nearly constant offset. The model spreads the charge $CV$ inside a grain evenly through the film, so the hole density there is

$$n=\frac{CV}{qt}.\tag{1}$$

Uniform spreading is an assumption. A real gate draws the carriers towards the insulator, and the size of that effect is treated in the second half.

The origin of $V$ need not be the voltage at which the transistor appears to turn on. Consider one grain with its boundary. Per unit channel width the gate charge is about $CVL_g$, and it must balance both the free and the trapped holes:

$$CVL_g\simeq qt\int_{\text{grain}}p\,dx+qNt .$$

If the traps take the first carriers, free holes begin to accumulate only near

$$V_{\rm full}=\frac{qNt}{CL_g}.\tag{2}$$

The onset of free charge can therefore lie roughly this far from the origin that equation (1) requires. A threshold extrapolated linearly from the drain current can lie much further away, because the current also grows as the barrier falls.

### Gauss's law in a film without dopants

The barrier can be obtained by taking the formula for a doped grain and replacing the dopant density by $n$. An undoped film has no fixed dopant charge, so the replacement needs a reason. Gauss's law supplies one.

Let $x$ run along the current, with $x=0$ at a boundary. Let $\phi(x)$ be the potential averaged over the film thickness, and set $\phi=0$ deep inside the grain. Take a slice of length $dx$, height $t$ and unit width.

The lateral field is $-\phi'$. The net electric flux leaving through the two side faces is therefore

$$\varepsilon t\,[-\phi'(x+dx)+\phi'(x)]=-\varepsilon t\,\phi''\,dx .$$

The gate lies at potential $-V$ relative to the grain interior, so the voltage from film to gate is $\phi+V$. If the insulator acts locally as a parallel-plate capacitor, the flux leaving towards the gate is $C(V+\phi)\,dx$. The flux through the upper face is neglected. The slice encloses the charge $qpt\,dx$. Hence

$$-\varepsilon t\,\phi''+C(V+\phi)=qpt .$$

Solve for $\phi''$ and write $C=qnt/V$ from equation (1):

$$\phi''=\frac{qn}{\varepsilon}\left(1+\frac{\phi}{V}-\frac{p}{n}\right).\tag{3}$$

The term 1 is the gate charge. It acts as a fixed negative background of density $n$, in the place that ionized acceptors would occupy in a doped film. The term $\phi/V$ is the extra gate charge drawn in where the barrier raises the potential. It is small when $\phi\ll V$.

The local-capacitor form needs a potential that varies slowly over the insulator thickness. If it varies faster, field lines spread sideways in the insulator. Equation (3) may then still be useful as a model, but its error must be found from the two-dimensional field.

In equilibrium, and for a nondegenerate hole gas,

$$p=n\,e^{-q\phi/kT}.\tag{4}$$

This gives $p=n$ and $\phi''=0$ at $\phi=0$, as the neutral interior requires.

### The field at the boundary

The sheet charge $qN$ makes the displacement jump:

$$\varepsilon\,[E(0^+)-E(0^-)]=qN .$$

With equal grains on both sides, $E(0^-)=-E(0^+)$. Half the flux enters each grain:

$$E(0^+)=\frac{qN}{2\varepsilon},\qquad \phi'(0^+)=-\frac{qN}{2\varepsilon}.\tag{5}$$

The potential falls away from the boundary. Since holes have positive charge, the boundary is a barrier for them. The field at its top depends on the trapped charge and not on the gate voltage, as long as the traps stay filled.

### The barrier with sharp depletion edges

Suppose first that the region $0<x<w$ contains no free holes, and that the film is neutral beyond $w$. Drop the small term $\phi/V$. Equation (3) becomes

$$\phi''=\frac{qn}{\varepsilon},\qquad 0<x<w .$$

The field vanishes at the edge, so $\phi'(w)=0$ and

$$\phi'(x)=-\frac{qn}{\varepsilon}(w-x).$$

At $x=0$ this must equal the value in equation (5):

$$-\frac{qnw}{\varepsilon}=-\frac{qN}{2\varepsilon}
\quad\Longrightarrow\quad w=\frac{N}{2n}.\tag{6}$$

The two depleted regions together contain a background charge of size $2qnw=qN$, which balances the traps. Integrating again with $\phi(w)=0$ gives

$$\phi(x)=\frac{qn}{2\varepsilon}(w-x)^2 .$$

The barrier energy is $q\phi(0)$. Call its value in this approximation $E_L$:

$$E_L=\frac{q^2n}{2\varepsilon}\left(\frac{N}{2n}\right)^2
=\frac{q^2N^2}{8\varepsilon n}.\tag{7}$$

With equation (1),

$$E_L=\frac{q^3N^2t}{8\varepsilon CV}.\tag{8}$$

A larger gate charge screens the same trapped charge over a shorter distance. The field at the boundary is unchanged, but it extends less far, and the barrier falls as $1/V$.

The solution requires a neutral part in each grain. Thus $2w<L_g$, which means $nL_g>N$, or $V>V_{\rm full}$. If instead the whole grain is depleted, its half-width $L_g/2$ replaces $w$ and the barrier becomes

$$E=\frac{q^2n}{2\varepsilon}\left(\frac{L_g}{2}\right)^2=\frac{q^2nL_g^2}{8\varepsilon}.$$

This rises with $n$, while equation (7) falls. In that range the gate is still filling traps. Data from it do not follow equation (8).

### Thermal tails and the response of the gate

The sharp edge can be removed without solving for the full profile. Insert equation (4) in equation (3) and multiply by $\phi'$:

$$\phi'\phi''=\frac{qn}{\varepsilon}
\left(1+\frac{\phi}{V}-e^{-q\phi/kT}\right)\phi' .$$

The left side is the derivative of $\phi'^2/2$. The right side is also a total derivative. Integrate from the grain interior, where both $\phi$ and $\phi'$ vanish:

$$\frac{\phi'^2}{2}=\frac{qn}{\varepsilon}
\left[\phi+\frac{\phi^2}{2V}-\frac{kT}{q}
\left(1-e^{-q\phi/kT}\right)\right].$$

At the boundary the left side is $q^2N^2/(8\varepsilon^2)$ by equation (5). Multiply both sides by $\varepsilon/n$ and write $E_B=q\phi(0)$:

$$E_L=E_B+\frac{E_B^2}{2qV}-kT\left(1-e^{-E_B/kT}\right).\tag{9}$$

This holds within the slab model for a grain wide enough to have a neutral interior. Its two corrections act differently.

For a constant background, the middle term is absent. If $E_B$ is several $kT$, the exponential is negligible and

$$E_B\simeq E_L+kT .\tag{10}$$

Holes that penetrate the depletion edge add positive charge there. They weaken the screening and raise the barrier by nearly $kT$. Since this increment hardly depends on $V$, it divides the current by $e$ and leaves the logarithmic slope almost unchanged. Differentiating equation (9) without its middle term shows the remaining error:

$$\frac{dE_B}{dE_L}=\frac{1}{1-e^{-E_B/kT}} .$$

The gate response has the opposite sign. Without the thermal term, equation (9) is a quadratic equation, whose positive root is

$$E_B=qV\left(\sqrt{1+\frac{2E_L}{qV}}-1\right)
\simeq E_L-\frac{E_L^2}{2qV}.\tag{11}$$

The expansion uses $\sqrt{1+a}\simeq1+a/2-a^2/8$ with $a=2E_L/(qV)$. This correction varies faster with $V$ than $E_L$ does, so it changes the slope.

Equation (9) was tested against numerical solutions of equation (3) at the five gate voltages of the example below, with and without the gate response. The barriers agreed within 0.5 per cent. At 2 V with the gate response, for instance, the numerical barrier is 0.2233 eV, and the right side of equation (9) is

$$0.2233+\frac{0.2233^2}{2\times2}-0.0259=0.210\ \text{eV},$$

which equals the value of $E_L$ from equation (7).

The use of gate charge as a background was tested separately with a two-dimensional field calculation that contains no dopants. The film was made 2 nm thick and the relative permittivity of the insulator was set to 0.005 to suppress sideways spreading. The hole density was held at its 2 V value. The barrier came out as 0.2352 eV, against 0.2357 eV from the slab with constant background.

### Current over one boundary

Holes approach the barrier with a Maxwellian distribution of the velocity component $v$ normal to it. Their effective mass is $m$. Those with $mv^2/2>E_B$ cross, if scattering within the barrier and tunnelling are neglected. The one-way flux is

$$n\sqrt{\frac{m}{2\pi kT}}\int_{v_B}^{\infty}v\,e^{-mv^2/2kT}\,dv,
\qquad \frac{mv_B^2}{2}=E_B .$$

The integral equals $(kT/m)e^{-E_B/kT}$. The flux is therefore

$$n\,v_R\,e^{-E_B/kT},\qquad v_R=\sqrt{\frac{kT}{2\pi m}}.\tag{12}$$

At equilibrium the opposite fluxes cancel. Now let a small voltage $\delta$ fall across the boundary, with the left grain at the higher potential. The barrier seen from the right exceeds that seen from the left, $E_l$, by $q\delta$. The net current density to the right is

$$J=qnv_R\,e^{-E_l/kT}\left(1-e^{-q\delta/kT}\right).$$

The bracket is $q\delta/kT$ to first order. It is already proportional to $\delta$, so $E_l$ may be replaced by its equilibrium value $E_B$:

$$J=\frac{q^2nv_R}{kT}\,\delta\,e^{-E_B/kT},\qquad q\delta\ll kT.\tag{13}$$

The division of the voltage matters only at higher order. For sharp edges and fixed traps it can be found explicitly. The depletion widths obey $w_l+w_r=N/n$, and the difference in barrier height gives

$$q\delta=\frac{q^2n}{2\varepsilon}(w_r^2-w_l^2)
=\frac{q^2N}{2\varepsilon}(w_r-w_l).$$

Thus $w_l=w-\varepsilon\delta/(qN)$. Since the barrier varies as the square of the width,

$$E_l=E_L\left(1-\frac{q\delta}{4E_L}\right)^2
=E_L-\frac{q\delta}{2}+\frac{(q\delta)^2}{16E_L}.$$

To first order, one side falls by $q\delta/2$ and the other rises by the same amount.

### Current through the channel

For $V_D\ll V$, the gate induces nearly the same density along the whole channel. The current depends exponentially on the barrier, so the change of the barrier along the channel must also be small compared with $kT$. This requires $E_LV_D/V\ll kT$. If the boundaries carry nearly all the resistance, the $L/L_g$ equal boundaries share the drain voltage:

$$\delta=\frac{V_DL_g}{L}.$$

The current is $I=ZtJ$. Use equation (13) and replace $qnt$ by $CV$:

$$I=Z\,(qnt)\,\frac{qv_R}{kT}\,\frac{V_DL_g}{L}\,e^{-E_B/kT}
=\mu_0C\frac{Z}{L}VV_D\,e^{-E_B/kT},\tag{14}$$

where

$$\mu_0=\frac{qL_gv_R}{kT}=\frac{qL_g}{\sqrt{2\pi mkT}}.\tag{15}$$

Although $\mu_0$ has the units of mobility, it describes emission over boundaries at spacing $L_g$. It is not the mobility inside a grain. With the sharp-edge barrier, equation (14) becomes the Levinson current:

$$I=\mu_0C\frac{Z}{L}VV_D
\exp\left(-\frac{q^3N^2t}{8\varepsilon kTCV}\right).\tag{16}$$

Thermal tails replace $\mu_0$ by approximately $\mu_0/e$ in this expression.

Equation (16) was tested against numerical velocity integrals and a numerically solved division of the voltage, with $\delta=1$ mV. At all five gate voltages the currents agreed within 0.2 per cent.

## From the logarithmic plot to the trapped charge

The second half uses the following symbols. The voltage $V$ is the magnitude of the gate charge per area inside a grain, divided by $C$; $C$ is the gate capacitance per area, $t$ the channel thickness and $\varepsilon$ the film permittivity. Each boundary holds $N$ filled traps per boundary area, and the spacing of boundaries is $L_g$. The channel has width $Z$ and length $L$. The hole density is $n=CV/(qt)$, the depletion width on each side is $w=N/(2n)$, and the sharp-edge barrier is $E_L=q^2N^2/(8\varepsilon n)$. For small drain voltage $V_D$,

$$I=\mu_0C\frac{Z}{L}VV_D\,e^{-E_B/kT},\qquad
\mu_0=\frac{qL_g}{\sqrt{2\pi mkT}} .$$

Thermal tails make $E_B\simeq E_L+kT$ when the barrier is several $kT$ high.

### Reading the slope

Divide the current by $V$ and take the logarithm at fixed $V_D$ and temperature:

$$\ln\frac{I}{V}=\ln\left(\mu_0C\frac{Z}{L}V_D\right)-1-\frac{S}{V},
\qquad S=\frac{q^3N^2t}{8\varepsilon kTC}.\tag{17}$$

The logarithms refer to numerical values in fixed units, here A/V. The term $-1$ comes from the thermal tails. A plot against $1/V$ has slope $-S$, where $S$ is a positive voltage. Solve for $N^2$ and multiply by $q^2$:

$$q^2N^2=\frac{8\varepsilon kTCS}{qt},\qquad
qN=\sqrt{\frac{8\varepsilon kTCS}{qt}}.\tag{18}$$

This is charge per area of grain boundary. Averaged over the film area, the trapped charge is $qNt/L_g$, a different quantity.

If base-ten logarithms are plotted, the slope must be multiplied by $\ln10$ before it is used. If $\ln I$ is plotted without division by $V$, the extra term is $\ln V=-\ln(1/V)$. Its derivative with respect to $1/V$ is $-V$, so the apparent slope magnitude is $S+V$ and the trapped charge is overestimated.

Small relative errors enter equation (18) as

$$\frac{\Delta N}{N}=\frac12\left(\frac{\Delta S}{S}
+\frac{\Delta\varepsilon}{\varepsilon}+\frac{\Delta C}{C}
+\frac{\Delta T}{T}-\frac{\Delta t}{t}\right).$$

For large changes in thickness the full law $N\propto t^{-1/2}$ must be used, at fixed $S$ and with the other inputs held constant.

The slope of $\ln(I/V)$ against $1/V$ now gives the trapped charge per boundary area through equation (18), provided that $V$ is the gate charge divided by $C$ and $t$ is the channel thickness. It remains to test this on a numerical example and to see how the voltage origin, the thickness and the effects left out of the model change the result.
